# The all-positive series for the Boys function and its rounding error

Q: You want to replace the Taylor series of the Boys function. What exactly is the function, and why should I care about large arguments?

A: For integer $n\ge 0$ and real $x\ge 0$ it is

$$F_n(x)=\int_0^1 t^{2n}e^{-xt^2}\,dt .$$

It carries the Coulomb interaction in a Gaussian basis. Take the unit charge density $\rho(\mathbf r)=(p/\pi)^{3/2}e^{-pr^2}$ and ask for its potential $V$ at distance $R$, in atomic units. Write $1/d=(2/\sqrt\pi)\int_0^\infty e^{-v^2d^2}dv$, where $d$ is the distance from a charge element to the field point. The space integral is then over a product of two Gaussians, with exponents $p$ and $v^2$ and centres $R$ apart. Completing the square gives

$$V(R)=\frac{2}{\sqrt\pi}\int_0^\infty\Big(\frac{p}{p+v^2}\Big)^{3/2}\exp\Big(-\frac{pv^2R^2}{p+v^2}\Big)dv .$$

Set $t^2=v^2/(p+v^2)$. Then $1-t^2=p/(p+v^2)$ and $v=\sqrt p\,t(1-t^2)^{-1/2}$, so $dv=\sqrt p\,(1-t^2)^{-3/2}dt$. The powers of $1-t^2$ cancel, leaving

$$V(R)=2\sqrt{p/\pi}\;F_0(pR^2).$$

So $x=pR^2$ is a squared distance in units of the squared width of the charge, and large $x$ means a distant or compact charge. Since $dF_n/dx=-F_{n+1}$, derivatives of $V$ with respect to position bring in higher $n$.

Q: The Taylor series converges for every $x$. Why is that not enough?

A: Expand the exponential. Its series converges uniformly for $0\le t\le1$, so it may be integrated term by term:

$$F_n(x)=\sum_{k=0}^\infty a_k,\qquad a_k=\frac{(-x)^k}{k!\,(2n+2k+1)} .$$

This is correct for every $x$, but convergence says nothing about the size of the terms on the way. For $n=4$, $x=20$ the largest term has magnitude $9.17\times10^5$, at $k=19$, while the sum is $8.13\times10^{-6}$. The small result is what remains after large terms of opposite sign have cancelled.

Q: Then you need another expansion. Where would it come from?

A: From Kummer's transformation of the confluent hypergeometric function

$$M(a,b,z)=\sum_{k=0}^\infty\frac{(a)_k}{(b)_k}\frac{z^k}{k!},\qquad (a)_k=a(a+1)\cdots(a+k-1),\quad (a)_0=1 .$$

The Taylor series has this form. In $(a)_k/(a+1)_k$ all factors cancel except $a$ above and $a+k$ below. With $a=n+\tfrac12$,

$$\frac{(n+\frac12)_k}{(n+\frac32)_k}=\frac{n+\frac12}{n+k+\frac12}=\frac{2n+1}{2n+2k+1}.$$

Dividing by $2n+1$ gives the denominator in $a_k$, and therefore

$$F_n(x)=\frac{1}{2n+1}\,M\!\left(n+\tfrac12,\,n+\tfrac32,\,-x\right).$$

Q: I will not accept Kummer's transformation as a quoted formula.

A: It follows from an integral for $M$, valid for $b>a>0$. First, the beta integral. In

$$\Gamma(p)\Gamma(q)=\int_0^\infty\!\!\int_0^\infty e^{-y-w}y^{p-1}w^{q-1}\,dy\,dw$$

put $y=rs$, $w=r(1-s)$, with Jacobian $r$. The powers of $r$ add up to $r^{p+q-1}$, the $r$ integral is $\Gamma(p+q)$, and

$$\int_0^1 s^{p-1}(1-s)^{q-1}ds=\frac{\Gamma(p)\Gamma(q)}{\Gamma(p+q)} .$$

Next use $(a)_k=\Gamma(a+k)/\Gamma(a)$ and the beta integral with $p=a+k$, $q=b-a$, for which $p+q=b+k$:

$$\frac{(a)_k}{(b)_k}=\frac{\Gamma(b)}{\Gamma(a)}\frac{\Gamma(a+k)}{\Gamma(b+k)}
=\frac{\Gamma(b)}{\Gamma(a)\Gamma(b-a)}\int_0^1 s^{a+k-1}(1-s)^{b-a-1}ds .$$

Multiply by $z^k/k!$ and sum. Sum and integral may be exchanged because the series of absolute values gives $e^{|z|s}$, which is bounded on the interval. Hence

$$M(a,b,z)=\frac{\Gamma(b)}{\Gamma(a)\Gamma(b-a)}\int_0^1 e^{zs}s^{a-1}(1-s)^{b-a-1}ds .$$

Now replace $s$ by $1-s$. The exponential becomes $e^z e^{-zs}$ and the two powers change places. The result is $e^z$ times the same formula with $a$ replaced by $b-a$ and $z$ by $-z$; the prefactor is unchanged by $a\leftrightarrow b-a$. So

$$M(a,b,z)=e^{z}M(b-a,b,-z).$$

Q: And for the Boys function?

A: Here $b-a=1$ and $z=-x$, so the sign of the argument is reversed:

$$F_n(x)=\frac{e^{-x}}{2n+1}M\!\left(1,n+\tfrac32,x\right)
=\frac{e^{-x}}{2n+1}\sum_{k=0}^\infty\frac{x^k}{(n+\frac32)_k},$$

because $(1)_k=k!$ cancels the factorial. The remaining symbol is a product of $k$ factors,

$$(n+\tfrac32)_k=\prod_{j=1}^{k}\frac{2n+2j+1}{2}=\frac{(2n+3)(2n+5)\cdots(2n+2k+1)}{2^k}.$$

Inserting it gives

$$F_n(x)=e^{-x}\sum_{k=0}^\infty T_k,\qquad
T_k=\frac{(2x)^k}{(2n+1)(2n+3)\cdots(2n+2k+1)} .$$

The denominator has $k+1$ factors and the numerator $k$ powers of $2x$. The ratio $T_{k+1}/T_k=2x/(2n+2k+3)$ tends to zero, so the series converges for every $x$. For $x>0$ every term is positive.

Q: Can I see where the positivity comes from without the hypergeometric function?

A: Take out the smallest value of the exponential, reached at $t=1$:

$$F_n(x)=e^{-x}\int_0^1 t^{2n}e^{x(1-t^2)}dt .$$

The exponent left inside is non-negative, so its expansion has no negative terms. One needs $J(n,k)=\int_0^1t^{2n}(1-t^2)^kdt$. For $k\ge1$ integrate $t^{2n}$ and differentiate the other factor. The boundary term vanishes at both ends, and the two minus signs combine to a plus:

$$J(n,k)=\frac{2k}{2n+1}\,J(n+1,k-1).$$

After $k$ such steps the remaining integral is $J(n+k,0)=1/(2n+2k+1)$, so

$$\frac{J(n,k)}{k!}=\frac{2^k}{(2n+1)(2n+3)\cdots(2n+2k+1)} .$$

Multiplication by $x^k$ gives $T_k$ again. For negative $x$ the signs are exchanged: the Taylor terms are then all positive and the $T_k$ alternate. The cancellation is not a mirror image, however. Since $\sum_k|T_k|=e^{|x|}F_n(|x|)$ and $\sum_kT_k=e^{-|x|}F_n(-|x|)$, the magnitudes exceed the sum by the factor $e^{2|x|}F_n(|x|)/F_n(-|x|)$, which falls as $n$ grows.

Q: A positive series can still be slow. When may I stop?

A: Suppose $T_K$ is the last term kept. The ratios of successive terms decrease with $k$, so the omitted terms lie below a geometric series with first term $T_{K+1}$ and ratio $q=T_{K+2}/T_{K+1}$:

$$\sum_{k>K}T_k\le\frac{T_{K+1}}{1-q},\qquad q=\frac{2x}{2n+2K+5}<1 .$$

For the Taylor series,

$$\left|\frac{a_{k+1}}{a_k}\right|=\frac{x}{k+1}\,\frac{2n+2k+1}{2n+2k+3}<\frac{x}{k+1}.$$

Once $K+1\ge x$, the omitted terms alternate and decrease, so their sum is at most $|a_{K+1}|$ in magnitude.

With both truncation errors held below $0.1u$ relative to $F_n$, where $u=2^{-53}\approx1.11\times10^{-16}$, the case $n=4$, $x=20$ needs $K=64$ for the positive series and $K=87$ for the Taylor series.

Q: Why fewer terms, if both represent the same function?

A: Compare terms with the same index. The factor $2n+2k+1$ cancels, and

$$\frac{e^{-x}T_k}{|a_k|}
=e^{-x}\frac{2^k k!}{(2n+1)(2n+3)\cdots(2n+2k-1)}
=e^{-x}\frac{k!}{(n+\frac12)_k}.$$

For $n\ge1$ the last fraction is a product of factors $(j+1)/(j+n+\frac12)$, $j=0,\dots,k-1$, each below one. The scaled positive term is then smaller than the Taylor term by at least $e^{-x}$ for $k\ge1$. For $n=0$ these factors exceed one, and their product grows as $\sqrt{\pi k}$ at large $k$. At small $x$ that growth can outweigh $e^{-x}$, so a smaller term count is not guaranteed there.

Q: Now the rounding. Perhaps your series wins because you perform fewer operations per term.

A: Count them. Assume binary double precision, an $x$ that is exactly a machine number, and no overflow or underflow. Each operation returns its exact result times $1+\delta$, with $|\delta|\le u$.

For the Taylor terms, the power divided by the factorial is updated by multiplying with $-x/k$. That is one division and one multiplication per step, hence $2k$ roundings, and division by $2n+2k+1$ adds one. For the positive terms, start with $1/(2n+1)$, which costs one rounding, and multiply at each step by $2x/(2n+2k+1)$, which costs two. Doubling $x$ is exact in binary arithmetic, and so are the small integers. Both terms carry $2k+1$ roundings.

Add from $k=0$ upward. Term $k\ge1$ passes through $K-k+1$ additions, so its total is

$$(2k+1)+(K-k+1)=K+k+2 .$$

Term $0$ passes through $K$ additions and has $K+1$ roundings, which the same expression covers. The counts are therefore equal for equal $K$.

Q: If the counts are equal, where does the difference arise?

A: In what the roundings multiply. To first order in $u$, the computed sum is the sum of terms $c_k(1+\theta_k)$, with $|\theta_k|\le(K+k+2)u$. For the Taylor series this gives, apart from truncation,

$$\frac{|\text{error}|}{F_n(x)}\le u\,\frac{\sum_{k=0}^K(K+k+2)|a_k|}{F_n(x)}
\le(2K+2)\,u\,\kappa_n(x),$$

$$\kappa_n(x)=\frac{\sum_{k=0}^{\infty}|a_k|}{F_n(x)}=\frac{F_n(-x)}{F_n(x)} .$$

The last equality holds because replacing $x$ by $-x$ in the Taylor series makes every term positive. For the positive series the sum of absolute values is the sum itself, so the amplification is one. Let $\bar k=\sum kT_k/\sum T_k$. The sum contributes at most $(K+\bar k+2)u$. A library exponential accurate to $2u$ and the final multiplication add $3u$:

$$\frac{|\text{error}|}{F_n(x)}\le(K+\bar k+5)\,u ,$$

again to first order and apart from truncation.

Q: How fast does $\kappa_n$ grow? A factor of ten would not worry me.

A: Write $e^{xt^2}=e^{2xt^2}e^{-xt^2}$ in $F_n(-x)$. Then $\kappa_n(x)=\langle e^{2xt^2}\rangle$, the mean with weight $t^{2n}e^{-xt^2}$ on the unit interval. This gives $\kappa_n(x)\le e^{2x}$ at once, so at $x\to0$ the amplification disappears.

It grows with $x$, since

$$\frac{d\ln\kappa_n}{dx}=\frac{F_{n+1}(-x)}{F_n(-x)}+\frac{F_{n+1}(x)}{F_n(x)}>0 .$$

It also grows with $n$ for $x>0$. Raising $n$ by one multiplies the weight by $t^2$, so with $f=t^2$ and $g=e^{2xt^2}$ one has $\kappa_{n+1}=\langle fg\rangle/\langle f\rangle$. For two independent points $t,t'$ drawn with the old weight,

$$\langle fg\rangle-\langle f\rangle\langle g\rangle
=\tfrac12\big\langle[f(t)-f(t')][g(t)-g(t')]\big\rangle>0,$$

because both functions increase with $t$. Hence $\kappa_{n+1}>\kappa_n$.

For large $x$ at fixed $n$, set $s=t^2$ in both integrals, and then $s=1-v$ in the one with the growing exponential:

$$F_n(-x)=\frac{e^x}{2}\int_0^1(1-v)^{n-1/2}e^{-xv}dv
\simeq\frac{e^x}{2x}\left[1-\frac{n-\frac12}{x}+\cdots\right].$$

Here $(1-v)^{n-1/2}$ was expanded about $v=0$, where the exponential concentrates the integral. In the other integral the upper limit may be moved to infinity with an exponentially small error:

$$F_n(x)=\frac12\int_0^1s^{n-1/2}e^{-xs}ds\simeq\frac{\Gamma(n+\frac12)}{2x^{n+1/2}} .$$

Division gives

$$\kappa_n(x)\simeq\frac{e^xx^{n-1/2}}{\Gamma(n+\frac12)}
\left[1-\frac{n-\frac12}{x}+\cdots\right].$$

For $n=0$ the asymptotic form of $F_0$ also gives $V(R)\to1/R$, the potential of a point charge.

Q: Put numbers into this. Take $n=4$, $x=20$.

A: The sum of the absolute Taylor terms is $1.025\times10^7$, so

$$\kappa_4(20)=\frac{1.025247\times10^7}{8.127856\times10^{-6}}=1.261\times10^{12}.$$

The leading asymptotic form gives $1.492\times10^{12}$. Its first correction multiplies this by $1-3.5/20=0.825$, giving $1.231\times10^{12}$. The bound $e^{2x}=2.35\times10^{17}$ is far above the actual value.

On the scale of one rounding, $\kappa u=1.40\times10^{-4}$. The double-precision Taylor sum is $8.12801\times10^{-6}$, against $8.127856\times10^{-6}$ from high-precision quadrature. Its relative error is $1.90\times10^{-5}$, about $0.14\,\kappa u$. The spacing of machine numbers at the largest term is $1.16\times10^{-10}$, which is already $1.43\times10^{-5}$ of the answer.

The positive terms add up to $3943.35263$, and

$$e^{-20}\sum T_k=(2.061154\times10^{-9})(3943.35263)=8.12786\times10^{-6}.$$

In double precision the relative error of this product is $5.9\times10^{-16}$, or $5.3u$. The bound is $85.5u$, including one extra $u$ for truncation and second-order terms. It is a ceiling, not an estimate of the error.

Q: One argument may be lucky or unlucky.

A: It may. At $n=4$, $x=5$ the amplification is $3.06\times10^3$, so $\kappa u=3.4\times10^{-13}$, yet the measured Taylor error is only $8.4\times10^{-16}$ relative to $F_4$. One should therefore look at many arguments. With 40 random values of $x$ in each interval, the median relative errors of the Taylor sum were:

| $x$ | $n=0$ | $n=4$ |
|---|---|---|
| 5–10 | $2.9\times10^{-15}$ | $1.3\times10^{-12}$ |
| 10–20 | $6.0\times10^{-12}$ | $3.9\times10^{-8}$ |
| 20–30 | $1.0\times10^{-7}$ | $9.0\times10^{-3}$ |

The median of the error divided by $\kappa u$ stayed between $0.04$ and $0.14$ in all six groups, while the errors themselves changed by more than twelve orders of magnitude. I have not derived that fraction; the measurement shows that $\kappa u$ sets the scale in this range. Over the same 240 cases the worst error of the positive series was $12.2u$, or $1.4\times10^{-15}$ relative to $F_n$.

Q: How do you know that the Taylor error is not simply truncation?

A: The same number of Taylor terms was also summed in 40-digit arithmetic. In every compared case the result agreed with quadrature to within $0.11u$, relative to $F_n$. The terms kept are sufficient; double-precision arithmetic loses the digits.

Q: Then I keep the Taylor series and use compensated summation, which removes the errors of the additions.

A: It cannot restore what was lost when the terms were stored. Even a correctly rounded term may be wrong by $u|a_k|$, and for the large terms this can exceed the accuracy wanted in $F_n$. The program also took correctly rounded terms and added them with a single final rounding. The median errors were still between $0.05$ and $0.09$ of $\kappa u$. Carrying about $\log_{10}\kappa$ more decimal digits throughout the calculation would help, because it reduces $u$ itself.

Q: At which arguments should I distrust the Taylor series?

A: On the scale of $\kappa$, one decimal digit is at risk when $\kappa=10$. This happens at $x=3.23$ for $n=0$ and at $x=1.41$ for $n=4$. All digits are at risk when $\kappa u=1$, at $x=39.1$ and $x=27.7$ respectively; with a typical error near $0.1\,\kappa u$, about one digit usually survives at that point. Beyond that point the result can be meaningless: for $n=4$, $x=30$ the Taylor sum returned $3.7\times10^{-6}$, where the correct value is $1.31\times10^{-6}$.

At small $x$ there is no such objection. For $n=4$, $x=1$ the amplification is $5.1$, and the Taylor error was $2.0\times10^{-16}$ relative to $F_4$. At $x=0$ both series reduce to their first term, $1/(2n+1)$.

Q: Does the positive series have no weakness at large $x$?

A: It has two, and neither is cancellation. The first is cost. The terms increase as long as $2x>2n+2k+3$, that is, up to $k$ near $x-n-\frac32$, so for $x\gg n$ more than about $x$ terms are needed. At $n=0$, $x=700$ the last index was $K=935$. The relative error at this one argument was $1.7\times10^{-15}$, or $15u$. Rounding does accumulate slowly with the number of terms: the bound $(K+\bar k+5)u$ grows with $K$, and neighbouring arguments can be a few times worse.

The second is range. The unscaled sum equals $e^xF_n(x)$ and overflows when $x+\ln F_n(x)$ exceeds $709.78$, the logarithm of the largest double. The factor $e^{-x}$ also approaches the lower end of the range and eventually loses relative accuracy there. For such arguments the asymptotic form $\Gamma(n+\frac12)/(2x^{n+1/2})$ is the better choice at moderate $n$. Its error is the omitted integral $\frac12\int_1^\infty s^{n-1/2}e^{-xs}ds$, which is exponentially small.

Q: Which parts of this have been checked separately from the derivation?

A: The numerical check compares the series coefficients in exact rational arithmetic and the sums with quadrature of the defining integral. It also tests Kummer's transformation at general parameters, the tail bound of the positive series, the properties of $\kappa_n$, and both rounding bounds at the sampled arguments.

## Values computed for the example and the checks

```
All quantities are dimensionless
unit roundoff u = 1.1102e-16
Main example: n = 4, x = 20
F_n(x) from quadrature = 8.12785554935883771e-6
Taylor sum in double precision = 8.1280096904144839e-06
positive series in double precision = 8.1278555493588330e-06
relative error, Taylor = 1.896e-05
relative error, positive = 5.850e-16
largest Taylor term, magnitude = 9.170171e+05 at k = 19
spacing of doubles at that term = 1.164e-10
that spacing divided by F_n = 1.432e-05
sum of |Taylor terms| = F_n(-x) = 1.025247e+07
kappa = 1.2614e+12, kappa*u = 1.400e-04
leading large-x estimate of kappa = 1.4923e+12
upper bound exp(2x) = 2.3539e+17
exp(-x) = 2.061154e-09
sum of positive terms = 3.94335263e+03
last index K: Taylor 87, positive 64
positive-series error bound = 85.5 u
Table for n = 4 (errors are relative)
x | F_n | kappa | Taylor error | positive error/u | K Taylor, positive
1 | 4.96232411e-02 | 5.130e+00 | 1.99e-16 | 0.53 | 18, 15
5 | 2.70295167e-03 | 3.059e+03 | 8.38e-16 | 0.32 | 37, 29
10 | 1.80619436e-04 | 4.421e+06 | 6.33e-11 | 1.38 | 55, 42
20 | 8.12785555e-06 | 1.261e+12 | 1.90e-05 | 5.27 | 87, 64
30 | 1.31089712e-06 | 1.213e+17 | 1.83e+00 | 0.34 | 118, 83
Taylor sum at n = 4, x = 30: 3.714685e-06
Scan: 40 random x per interval; medians of relative errors
n | x interval | Taylor | Taylor/(kappa u) | rounded terms/(kappa u)
0 | 5-10 | 2.88e-15 | 0.114 | 0.086
0 | 10-20 | 5.99e-12 | 0.123 | 0.089
0 | 20-30 | 1.04e-07 | 0.111 | 0.051
4 | 5-10 | 1.30e-12 | 0.134 | 0.084
4 | 10-20 | 3.86e-08 | 0.106 | 0.068
4 | 20-30 | 9.04e-03 | 0.043 | 0.081
worst positive-series error in scan = 12.17 u = 1.35e-15
n = 0: kappa = 10 at x = 3.227; kappa*u = 1 at x = 39.13
n = 4: kappa = 10 at x = 1.409; kappa*u = 1 at x = 27.69
n = 0, x = 700: positive series K = 935, relative error = 1.71e-15 = 15.4 u
log of largest double = 709.78
```
